# Molecular-Flow Transmission of a Long Cylindrical Hole

## Wall flights, entry and escape

A molecule that enters a long, straight cylindrical hole of diameter $d$ and length $L$, and whose collisions are with the wall alone, reaches the far end before it returns to the entrance with probability

$$W\simeq\frac{4d}{3L}\qquad (L\gg d). \tag{1}$$

The precise meaning is that $LW\to 4d/3$ as $L/d\to\infty$ at fixed $d$. At finite length $W$ lies below $4d/(3L)$, by an amount for which an exact expression will be found.

The assumptions are these. Both ends are open. Molecules enter uniformly over the area of the entrance, with directions distributed by the cosine law, as they do from a dilute gas at rest. They do not collide with one another. A molecule that strikes the wall is neither lost nor changed, and it leaves from the point where it landed, in a direction drawn from the cosine law and independent of its arrival. A molecule that crosses either end does not come back. Speeds play no part in $W$, because it depends on the sequence of landing points and not on the times between them.

In an etched hole with a closed bottom, $W$ is the fraction of entering molecules that reach the bottom at least once. If the bottom consumes every arrival, it is also the consumed fraction.

**The axial step.** Let $R=d/2$, and let $x$ be the distance from the entrance. Imagine the cylinder continued beyond both ends. A molecule that leaves through an end is followed along its straight path to a virtual landing on this continuation. This does not alter its fate, and it gives every flight from the wall the same distribution of axial displacement $z$, wherever it starts. A flight from $x$ leaves the real tube if and only if $x+z$ lies outside the interval $[0,L]$.

Let $\alpha$ be the angle between the direction of flight and the axis. Let $\varphi$ be the angle, within the cross-section, between the projected direction and the inward normal. The component of the unit direction vector along the normal is $\sin\alpha\cos\varphi$, and the element of solid angle is $\sin\alpha\,d\alpha\,d\varphi$. The cosine law therefore assigns the probability

$$dP=\frac1\pi\sin^2\!\alpha\,\cos\varphi\;d\alpha\,d\varphi,\qquad 0<\alpha<\pi,\quad |\varphi|<\frac{\pi}{2}. \tag{2}$$

Since $\int_0^\pi\sin^2\alpha\,d\alpha=\pi/2$ and $\int\cos\varphi\,d\varphi=2$, the total is 1. Projected on the cross-section, the path is a chord of length $2R\cos\varphi$. The full path is longer by the factor $1/\sin\alpha$, and its axial part is

$$z=2R\cos\varphi\,\cot\alpha. \tag{3}$$

Reversing the axial direction, $\alpha\to\pi-\alpha$, changes the sign of $z$ and leaves (2) unchanged. The density $K(z)$ of the step is therefore even, and the mean step is zero. The next two moments follow from (2) and (3):

$$\langle|z|\rangle=\frac{2R}{\pi}\int\cos^2\!\varphi\,d\varphi\int_0^\pi\sin\alpha\,|\cos\alpha|\,d\alpha=\frac{2R}{\pi}\cdot\frac{\pi}{2}\cdot1=R, \tag{4}$$

$$\langle z^2\rangle=\frac{4R^2}{\pi}\int\cos^3\!\varphi\,d\varphi\int_0^\pi\cos^2\!\alpha\,d\alpha=\frac{4R^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{8R^2}{3}. \tag{5}$$

The second moment will fix the coefficient in (1).

**The density and its tails.** At fixed $\varphi$ write $c=2R\cos\varphi$, so that $z=c\cot\alpha$. Then $|dz|=c\,d\alpha/\sin^2\alpha$ and $\sin^2\alpha=c^2/(c^2+z^2)$, which give

$$\sin^2\!\alpha\,d\alpha=\frac{\sin^4\!\alpha}{c}\,|dz|=\frac{c^3}{(c^2+z^2)^2}\,|dz|.$$

With $\cos\varphi=c/(2R)$, equation (2) becomes

$$K(z)=\frac{1}{2\pi R}\int_{-\pi/2}^{\pi/2}\frac{c^4}{(c^2+z^2)^2}\,d\varphi. \tag{6}$$

To integrate, use $c^2/(c^2+z^2)=1-z^2/(c^2+z^2)$ and square it. Two integrals are needed. The substitution $\tau=\tan\varphi$ gives the first, for $b>0$:

$$\int_{-\pi/2}^{\pi/2}\frac{d\varphi}{4R^2\cos^2\!\varphi+b}=\int_{-\infty}^{\infty}\frac{d\tau}{4R^2+b+b\tau^2}=\frac{\pi}{\sqrt{b(b+4R^2)}}.$$

Minus its derivative with respect to $b$ gives the second, in which the denominator is squared: $\pi(b+2R^2)/[b(b+4R^2)]^{3/2}$. Set $b=z^2$ and $s=\sqrt{z^2+4R^2}$. For $z>0$,

$$K=\frac1{2R}\left[1-\frac{2z}{s}+\frac{z(z^2+2R^2)}{s^3}\right]=\frac{1}{2R}\left[1-\frac{z(z^2+6R^2)}{s^3}\right]. \tag{7}$$

The last form uses $2s^2-z^2-2R^2=z^2+6R^2$.

Two successive tail integrals are needed, for $z\ge0$:

$$E(z)=\int_z^\infty K(y)\,dy,\qquad M(z)=\int_z^\infty E(y)\,dy=\int_z^\infty (y-z)K(y)\,dy. \tag{8}$$

$E(z)$ is the probability that a step exceeds $z$. $M(z)$ is the mean excess beyond $z$, with steps that fall short counted as zero. Their closed forms are

$$M(z)=\frac{2R^3}{(s+z)^2},\qquad E(z)=\frac{2M(z)}{s}. \tag{9}$$

To verify them, note that $ds/dz=z/s$, so $d(s+z)/dz=(s+z)/s$ and $M'=-2M/s=-E$. A second differentiation gives

$$M''=\frac{4M}{s^2}+\frac{2Mz}{s^3}=\frac{2M(2s+z)}{s^3}.$$

Because $(s+z)(s-z)=4R^2$, one may also write $M=(s-z)^2/(8R)$. The product $(s-z)^2(2s+z)$ equals $2s^3-3s^2z+z^3$, hence

$$M''=\frac1{2R}\left[1-\frac{z(3s^2-z^2)}{2s^3}\right].$$

Since $3s^2-z^2=2z^2+12R^2$, this is (7). Both functions in (9) vanish at infinity, so they are the integrals in (8).

For $z\gg R$, $s+z\simeq2z$ and

$$M\simeq\frac{R^3}{2z^2},\qquad E\simeq\frac{R^3}{z^3},\qquad K\simeq\frac{3R^3}{z^4}. \tag{10}$$

Long flights are thus rare enough for $\langle z^2\rangle$ to be finite, but $\langle|z|^3\rangle$ diverges logarithmically. The areas under the tails are

$$\int_0^\infty E\,dz=M(0)=\frac R2,\qquad \int_0^\infty M\,dz=\int_0^\infty\frac{y^2}{2}K(y)\,dy=\frac{\langle z^2\rangle}{4}=\frac{2R^2}{3}. \tag{11}$$

The second follows from the last form in (8) by exchanging the order of integration. The final factor is $1/4$ because the integral covers half of the even density.

**The first landing.** For diffuse emission from a surface element $dA$, the fraction that reaches an element $dA'$ at distance $\rho$ in direct view is $\cos\theta\cos\theta'\,dA'/(\pi\rho^2)$, where the angles are measured from the two normals. Multiplied by $dA$, the expression is symmetric in the two elements. The area of the entrance times the probability of flying from it to a wall ring therefore equals the area of the ring times the probability of the reverse flight.

A ring at $x$ of width $dx$ has area $2\pi R\,dx$. A molecule leaving it crosses the entrance plane if its step is below $-x$, which has probability $E(x)$. If $p(x)$ is the density of first landings of entering molecules,

$$\pi R^2\,p(x)\,dx=2\pi R\,dx\,E(x)\quad\Longrightarrow\quad p(x)=\frac2R\,E(x),\qquad x>0. \tag{12}$$

By (11) this is normalized. Its mean, after an integration by parts whose boundary term $xM$ vanishes at both limits, is

$$\int_0^\infty x\,p(x)\,dx=\frac2R\int_0^\infty M\,dx=\frac{4R}{3}. \tag{13}$$

A first landing beyond $L$ is a passage without wall contact. Its probability is

$$\int_L^\infty p\,dx=\frac2R\,M(L)\simeq\frac{R^2}{L^2}\qquad(L\gg R). \tag{14}$$

It tends to 1 as $L\to0$, as it must for a thin aperture. In a long hole it falls as $1/L^2$, faster than (1), so nearly all transmitted molecules have been scattered by the wall. For $L/d=5$, a simulation of 200000 random flights gave a direct fraction of 0.0094, against 0.0098 from (14). The difference is about two standard errors of the count.

**Escape and collision density.** Let $v(x)$ be the probability that a molecule leaving the wall at $x$ finally exits through the entrance. Its next step takes it out there at once, or to another wall point $x'$, from which it starts afresh:

$$v(x)=E(x)+\int_0^L K(x-x')\,v(x')\,dx'. \tag{15}$$

Let $g(x)\,dx$ be the mean number of wall collisions between $x$ and $x+dx$ per entering molecule. Each is either a first landing or follows an earlier collision:

$$g(x)=\frac2R\,E(x)+\int_0^L K(x-x')\,g(x')\,dx'. \tag{16}$$

The probability of remaining in the tube after one step is $1-E(x)-E(L-x)$. This is at most $1-2E(L)$, which is below 1. Repeated substitution in (15) and (16) therefore converges, and each equation has one bounded solution. As the sources differ only by the factor $2/R$,

$$g(x)=\frac2R\,v(x). \tag{17}$$

The same bound shows that a molecule leaves sooner or later with probability 1. By mirror symmetry it leaves through the far end with probability $v(L-x)$, so

$$v(x)+v(L-x)=1. \tag{18}$$

The mean of $v$ over the tube is thus $1/2$, and the mean number of wall collisions per entering molecule is

$$\int_0^L g\,dx=\frac2R\cdot\frac L2=\frac LR=\frac{2L}{d}. \tag{19}$$

This holds at any length. The simulation at $L/d=5$ gave 10.02, where (19) gives 10. The average covers all entering molecules. In a long hole most of them return after a short excursion, while those that get through make many more collisions.

## The long-hole limit and its use

The hole has radius $R=d/2$ and length $L$. Axial steps between wall landings have an even density $K(z)$ with $\langle z^2\rangle=8R^2/3$. $E$ is the tail integral of $K$, and $M$ that of $E$, with $\int_0^\infty M\,dz=2R^2/3$. First landings have density $(2/R)E(x)$ and mean position $4R/3$. The probability $v(x)$ of leaving through the entrance satisfies (15) and $v(x)+v(L-x)=1$, and the collision density is $g=(2/R)v$.

**Balance of position.** Let $h(x)$ be the density of all landings per entering molecule, real and virtual, on the whole line:

$$h(x)=p(x)+\int_0^L K(x-x')\,g(x')\,dx', \tag{20}$$

with $p=0$ for $x<0$. Inside the tube $h=g$. Outside it, $h$ is the density of final, virtual landings, so $\int_L^\infty h\,dx=W$. Define the mean overshoots per entering molecule,

$$I_+=\int_L^\infty (x-L)\,h\,dx,\qquad I_-=\int_{-\infty}^0(-x)\,h\,dx. \tag{21}$$

Multiply (20) by $x$ and integrate over the line. Since $K$ is normalized and has zero mean, $\int xK(x-x')\,dx=x'$, and

$$\int_0^L xg\,dx+WL+I_+-I_-=\frac{4R}{3}+\int_0^L x'g\,dx'.$$

The finite integrals over $g$ cancel:

$$WL+I_+-I_-=\frac{4R}{3}. \tag{22}$$

In words, flights from the wall do not shift the mean position, so the mean final landing equals the mean first landing.

**The sum of the overshoots.** A collision at $x$ contributes a mean excess $M(L-x)$ beyond the far end and $M(x)$ beyond the entrance. Direct passages add $(2/R)\int_L^\infty(x-L)E\,dx=(2/R)\int_L^\infty M\,dx$ to $I_+$. With $t$ the distance from the end in question,

$$I_+=\frac2R\int_0^L v(L-t)M(t)\,dt+\frac2R\int_L^\infty M\,dt,\qquad I_-=\frac2R\int_0^L v(t)M(t)\,dt. \tag{23}$$

In the sum, (18) replaces $v(L-t)+v(t)$ by 1:

$$I_++I_-=\frac2R\int_0^\infty M\,dt=\frac{4R}{3}. \tag{24}$$

Eliminating $I_-$ from (22) gives an identity valid at every length:

$$WL=\frac{8R}{3}-2I_+. \tag{25}$$

Since $I_+>0$, $W<8R/(3L)=4d/(3L)$ for every $L$. What remains is to show that $I_+$ vanishes for a long hole.

**The overshoot vanishes.** Let $q_L(t)=v(L-t)$ be the probability that a molecule leaving the wall at distance $t$ from the far end gets back to the entrance. Compare two molecules that make the same sequence of steps. Lengthening the tube at the entrance side can only make that exit harder to reach, so $q_L(t)$ does not increase with $L$. Starting farther from the far end can only help, so it does not decrease with $t$. Hence $q_L(t)$ has a limit $q(t)$ between 0 and 1, which is nondecreasing in $t$.

In terms of $t$, equation (15) has the source $E(L-t)$, which vanishes as $L\to\infty$. Since $q_L\le1$ and $K$ is integrable, the limit may be taken under the integral:

$$q(t)=\int_0^\infty K(t-t')\,q(t')\,dt'. \tag{26}$$

Normalization of $K$ gives $1=E(t)+\int_0^\infty K(t-t')\,dt'$. Multiply this by $q(t)$ and subtract (26):

$$q(t)E(t)+\int_0^\infty K(t-t')\,[q(t)-q(t')]\,dt'=0.$$

Integrate over $t$ from 0 to $T$. The part with $t'<T$ changes sign when $t$ and $t'$ are exchanged, so it is zero. In the rest put $t=T-a$ and $t'=T+b$:

$$\int_0^T qE\,dt=\int_0^T\!da\int_0^\infty\!db\;K(a+b)\,[q(T+b)-q(T-a)]. \tag{27}$$

The bracket lies between 0 and 1. As $q$ is bounded and nondecreasing, it has a limit at large argument, so the bracket tends to zero for fixed $a$ and $b$ as $T\to\infty$. The weight $K(a+b)$ has the finite total $\int_0^\infty E\,da=R/2$. By dominated convergence the right side tends to zero, so $\int_0^\infty qE\,dt=0$. Because $E>0$ and $q\ge0$, $q$ vanishes at arbitrarily large $t$, and being nondecreasing it vanishes everywhere.

In (23) the first integrand of $I_+$ is bounded by the integrable function $M$ and tends to zero at each $t$. The second integral is a vanishing tail. Therefore $I_+\to0$, and (25) gives

$$\lim_{L\to\infty}LW=\frac{8R}{3}=\frac{4d}{3}. \tag{28}$$

This is (1). A numerical solution of (15) shows the mechanism: at a distance $d$ from the far end, the probability of returning to the entrance falls from 0.0169 at $L/d=100$ to 0.0043 at $L/d=400$.

The coefficient can be read as diffusion. Far from the ends $v$ varies little over a step. Expanding it in (15) to second order gives $v''\simeq0$, so $v\simeq1-x/L$ and $g\simeq(2/R)(1-x/L)$. A walk with independent steps carries a net current $-\tfrac12\langle z^2\rangle g'$, here $(4R^2/3)\cdot2/(RL)=8R/(3L)$.

**How fast the limit is reached.** The same linear profile gives $q_L(t)\simeq t/L$. With $M\simeq R^3/(2t^2)$ for $t\gg R$, the leading part of (23) is

$$I_+\simeq\frac2R\int_R^L\frac tL\,\frac{R^3}{2t^2}\,dt=\frac{R^2}{L}\ln\frac LR. \tag{29}$$

The region $t\lesssim R$ and the direct passages add terms of order $R^2/L$ without the logarithm. Rewriting (25) as $W(L+2I_+/W)=8R/3$ and using $W\simeq8R/(3L)$ in the small term,

$$W\simeq\frac{8R/3}{L+\tfrac34R\ln(L/R)+CR}, \tag{30}$$

where this estimate leaves the constant $C$ undetermined. The hole acts as if it were longer by $2I_+/W$. From $L/d=100$ to 400 the numerical solution gives a growth of $1.03R$ in this added length, and the logarithm in (30) gives $1.04R$.

| $L/d$ | $W$ | $4d/(3L)$ |
|---|---|---|
| 1 | 0.514 | 1.333 |
| 5 | 0.191 | 0.267 |
| 20 | 0.0595 | 0.0667 |
| 100 | 0.0129 | 0.0133 |
| 400 | 0.00330 | 0.00333 |

At $L/d=1$ the limiting formula exceeds 1 and is useless as a probability. At $L/d=20$ it is still 12 % above $W$. The random-flight simulation at $L/d=5$ gave $W=0.1930\pm0.0009$. This is 2.3 standard errors, or about 1 %, above the value in the table.

**Worked example: a deep memory hole.** Consider atomic layer deposition of alumina from trimethylaluminium in a hole with $d=100$ nm and $L=6000$ nm, at 500 K, with a precursor pressure of 0.1 Torr. The side wall is taken as already saturated, while the bottom still consumes every arrival. Equation (1) gives

$$\frac{4d}{3L}=\frac{4\times100}{3\times6000}=0.0222.$$

The numerical solution gives $2I_+=5.98$ nm, so by (25)

$$W=\frac{133.33-5.98}{6000}=0.0212.$$

The limit is 4.7 % too high, relative to $W$. For a gas of pressure $P$ and molecular mass $m$, integrating the inward velocity over the Maxwell distribution gives the flux at the mouth, $P/\sqrt{2\pi mk_BT}$. With $m=72.1$ u this is $1.85\times10^{19}$ cm$^{-2}$s$^{-1}$. The flux of first arrivals at the bottom is $0.0212$ times this, or $3.9\times10^{17}$ cm$^{-2}$s$^{-1}$.

This is exactly the rate of consumption if the bottom reacts at every hit. Suppose instead that it reacts with probability $s$ per hit and otherwise re-emits by the cosine law, evenly over its area. By symmetry a re-emitted molecule escapes through the mouth with probability $W$ and otherwise returns to the bottom, so the consumed fraction is $Ws/[s+(1-s)W]$. For $s=0.01$ this is 0.007, about a third of $W$. For $s=0.5$ it is still $0.98\,W$, because a molecule that fails to react almost always returns to the bottom. The consuming bottom is thus a good approximation only for $s\gg W$. Reported sticking probabilities of trimethylaluminium are of order $10^{-3}$ to $10^{-2}$, below $W$, so for this precursor the flux of first arrivals is only an upper bound on consumption. At that flux a bottom with roughly $5\times10^{14}$ sites per cm$^2$ would in any case be filled in about a millisecond.

**Wall loss.** Suppose each collision removes a molecule with probability $\varepsilon$. The integral term of (15) then acquires a factor $1-\varepsilon$. At fixed geometry, $W$ is multiplied by 0.83 for $\varepsilon=10^{-4}$, by 0.23 for $10^{-3}$ and by 0.006 for $10^{-2}$. The mean of 120 collisions from (19) would not suggest such sensitivity. But if $N$ is the number of collisions of a transmitted molecule, the factor is the mean of $(1-\varepsilon)^N$. This function is convex in $N$, so its mean is at least $(1-\varepsilon)^{\langle N\rangle}$. The value 0.83 then requires $\langle N\rangle\ge\ln0.83/\ln(1-10^{-4})\approx1860$. At $\varepsilon=10^{-2}$, $W$ is $1.2\times10^{-4}$, of which $0.7\times10^{-4}$ is direct passage, which no wall loss can reduce.

**Taper.** Let the local diameter $D(x)$ vary slowly, and let $\Gamma(x)$ be the local flux on the wall. Applying (1) to a slice that is long compared with $D$ but short on the scale of the taper gives the molecular current

$$J=-\frac{\pi D^2}{4}\,\frac{4D}{3}\,\frac{d\Gamma}{dx}=-\frac{\pi D^3}{3}\,\frac{d\Gamma}{dx}.$$

With $\Gamma=\Gamma_0$ at the mouth and 0 at the consuming bottom, integration gives $\Gamma_0=(3J/\pi)\int_0^L dx/D^3$. Dividing $J$ by the entering current $\pi d^2\Gamma_0/4$,

$$W\simeq\frac{4}{3d^2\int_0^L dx/D^3}. \tag{31}$$

For a linear taper from $d$ to $\kappa d$ the integral is $L(1+\kappa)/(2\kappa^2d^3)$, so $W$ changes by the factor $2\kappa^2/(1+\kappa)$. A bottom of 80 nm gives $2\times0.64/1.8=0.71$. A simulation with the same $\kappa$ at $L/d=20$ gave 0.72.

**Relation to real holes.** Channel holes of vertical memory are roughly 100 nm wide and several micrometres deep, so the geometry is representative; the pressures and temperature are rough process values. At a total pressure of 1 Torr and a rough molecular diameter of 0.5 nm, the mean free path is about 47 μm for collision partners of equal mass, and somewhat shorter (about 35 μm in nitrogen) in a lighter carrier gas. The ratio $d/\lambda$ of diameter to mean free path is 0.002. Gas collisions lower $W$ by a relative amount of about the same size as this ratio, well below 1 %. If molecular centres are confined to a bore narrower by 0.5 nm, the flow, proportional to $d^3$, falls by 1.5 %. The assumptions most at risk are the inert wall and, where consumption is concerned, the fully reactive bottom. While the side wall is still reacting, (1) overstates the supply to the bottom. If the loss is small and uniform, the lossless $W$ of this hole must be multiplied by factors like those found above. Equation (1) applies once the wall has saturated, provided the species is not lost on the saturated surface. Radicals and ozone, which keep recombining or decomposing there, do not meet this condition. The values behind these comparisons are in the numerical output.

## Values computed for the example and the checks

```
KERNEL AND MOMENTS (lengths in R)
norm of step density: 1.000000
mean absolute step: 1.000000 R
mean square step: 2.666667 R^2
mean first landing: 1.333333 R
TRANSMISSION FROM THE INTEGRAL EQUATION
L/d=1: W=0.514231, 4d/(3L)=1.333333, ratio=0.3857, I=0.81910 R, 2I/W=3.186 R
L/d=5: W=0.190942, 4d/(3L)=0.266667, ratio=0.7160, I=0.37862 R, 2I/W=3.966 R
L/d=20: W=0.059450, 4d/(3L)=0.066667, ratio=0.8918, I=0.14433 R, 2I/W=4.855 R
L/d=60: W=0.021226, 4d/(3L)=0.022222, ratio=0.9552, I=0.05977 R, 2I/W=5.632 R
L/d=100: W=0.012945, 4d/(3L)=0.013333, ratio=0.9709, I=0.03886 R, 2I/W=6.003 R
L/d=400: W=0.003304, 4d/(3L)=0.003333, ratio=0.9913, I=0.01161 R, 2I/W=7.029 R
back escape 2R before far end, L/d=100: 0.01690
back escape 2R before far end, L/d=400: 0.00431
growth of 2I/W from L/d=100 to 400: 1.0251 R
growth by logarithmic law: 1.0397 R
RANDOM FLIGHTS, L/d=5, 200000 molecules
W simulated: 0.1930 +/- 0.0009
direct passage simulated: 0.00937
direct passage formula: 0.00980
mean wall hits simulated: 10.018, L/R=10
mean overshoot I simulated: 0.381 R
W at wall loss 0.05: simulated 0.0871, equation 0.0861
WORKED EXAMPLE
diameter: 100 nm, length: 6000 nm
aspect ratio L/d: 60, L/R: 120
temperature: 500 K, precursor mass: 72.1 u
precursor pressure: 0.1 Torr, total: 1 Torr
long-hole limit 4d/(3L): 0.02222
W from integral equation: 0.02123
limit exceeds W by: 4.69 %
8R/3: 133.333 nm, W L: 127.356 nm
2I: 5.977 nm
mean wall hits per entering molecule L/R: 120
flux at mouth: 1.850e+19 /(cm2 s)
flux at bottom, first arrivals: 3.927e+17 /(cm2 s)
NEGLECTED EFFECTS
wall loss 0.0001 per hit: W=1.762e-02, factor 0.8300
wall loss 0.001 per hit: W=4.939e-03, factor 0.2327
wall loss 0.01 per hit: W=1.234e-04, factor 0.0058
direct line-of-sight passage: 6.943e-05
taper to 80 nm bottom: factor 0.7111
taper factor simulated at L/d=20: 0.7228
molecular diameter (rough): 0.5 nm
mean free path: 46.6 um
diameter / mean free path: 0.00215
flow reduction by molecular size, (d - size)^3: 1.49 %
```
